**Clamped lateral strain and the Ising wall: numerical test**

The program tests that a 180 degree wall with lateral strain held at its bulk value is narrower and costlier than a wall without elasticity. Here \(a,b\) are the quadratic and quartic coefficients, \(C\) is the stiffness, \(q\) the electrostrictive coupling, \(g\) the gradient coefficient, and \(r=1-2q^2/(Cb)\). The width ratio is \(\sqrt r\) for both references; the energy ratio is \(r^{-1/2}\) against a pointwise relaxed strain and \(r^{-3/2}\) against \(q=0\). The program finds the bulk state by direct minimization and solves the discretized wall equations by Newton iteration. It asserts agreement with the formulas for widths, energies, profiles, central stress and misfit energy at three couplings, one of them negative. It also asserts strain compatibility, the cost of a uniform strain offset, and the energy identities for a non-equilibrium trial wall. For \(r=0.60\), the output gives a clamped wall of 0.894 nm and 14.9 mJ/m², against 1.155 nm for both references and energies of 11.5 and 6.93 mJ/m².

## Check in Python

```python
# RESULT UNDER TEST
# A 180 degree Ising wall whose lateral strain is held at its bulk value is
# narrower and costlier than the wall without elasticity. Energy density:
#   f = a/2 P^2 + b/4 P^4 + C/2 e^2 - q e P^2 + g/2 (dP/dx)^2
# P polarization, e lateral strain, C stiffness, q electrostriction,
# g gradient coefficient. With b_star = b - 2 q^2/C and r = b_star/b:
#   width ratio  clamped/reference = sqrt(r) for both references
#   energy ratio clamped/relaxed   = r**(-1/2)  (strain relaxes pointwise)
#   energy ratio clamped/uncoupled = r**(-3/2)  (q = 0, same a and b)
# Width w is defined by P = P0 tanh(x/w). All quantities are in SI units.
import numpy as np
import sympy as sp
from scipy.integrate import trapezoid
from scipy.optimize import minimize, minimize_scalar
from scipy.sparse import diags, bmat, identity
from scipy.sparse.linalg import spsolve
from scipy.special import erf

a, b, C, g = -1.5e8, 2.5e9, 2.0e11, 1.0e-10
q_main = 1.0e10
nm = 1e-9
half_length, intervals = 12 * nm, 2400
x = np.linspace(0, half_length, intervals + 1)
h = x[1] - x[0]


def density(P, e, q):
    """Local energy density without the gradient term."""
    return a/2*P**2 + b/4*P**4 + C/2*e**2 - q*e*P**2


def bulk_state(q):
    """Minimize the local energy over polarization and strain together."""
    res = minimize(lambda u: density(0.1*u[0], 0.01*u[1], q)/1e6,
                   [3.0, 0.1], method="Nelder-Mead",
                   options=dict(xatol=1e-10, fatol=1e-15,
                                maxiter=2000, maxfev=4000))
    return abs(0.1*res.x[0]), 0.01*res.x[1]


def solve_wall(q, relaxed):
    """Newton solution of the discretized equilibrium equations, x >= 0."""
    P_bulk, e_bulk = bulk_state(q)
    P = P_bulk*(1 - np.exp(-x/(0.6*nm)))
    P[-1] = P_bulk
    e = e_bulk*(P/P_bulk)**2 if relaxed else np.full_like(x, e_bulk)
    n = intervals - 1
    off = np.full(n - 1, -g/h**2)
    for _ in range(60):
        Pi, ei = P[1:-1], e[1:-1]
        force = (a*Pi + b*Pi**3 - 2*q*ei*Pi
                 - g*(P[2:] - 2*Pi + P[:-2])/h**2)
        main = a + 3*b*Pi**2 - 2*q*ei + 2*g/h**2
        J = diags([off, main, off], [-1, 0, 1], format="csc")
        if relaxed:
            stress = C*ei - q*Pi**2
            cross = diags(-2*q*Pi)
            # derivative of stress with respect to P is -2 q P
            J = bmat([[J, cross], [cross, C*identity(n)]], format="csc")
            step = spsolve(J, -np.concatenate([force, stress]))
            e[1:-1] += step[n:]
        else:
            step = spsolve(J, -force)
        P[1:-1] += step[:n]
        if np.max(np.abs(step[:n])) < 1e-7*P_bulk:
            break
    else:
        raise RuntimeError("Newton iteration did not converge")
    assert np.all(P[1:] > 0)
    excess = density(P, e, q) - density(P_bulk, e_bulk, q)
    potential = 2*trapezoid(excess, x)
    gradient = 2*np.sum(g/2*(np.diff(P)/h)**2)*h
    stress = C*e - q*P**2
    return dict(P=P, P0=P_bulk, e0=e_bulk, width=P_bulk*h/P[1],
                energy=potential + gradient, potential=potential,
                gradient=gradient, peak_stress=stress[0],
                misfit=2*trapezoid(stress**2/(2*C), x))


def close(value, target, tol):
    return abs(value - target) <= tol*abs(target)


def wall_formula(quartic, P0):
    return (np.sqrt(2*g/quartic)/P0,
            4/3*np.sqrt(g*quartic/2)*P0**3)


# Strain compatibility holds for an arbitrary displacement in the x-z plane.
X, Z = sp.symbols("x z")
ux, uz = sp.Function("ux")(X, Z), sp.Function("uz")(X, Z)
exx, ezz = sp.diff(ux, X), sp.diff(uz, Z)
exz = (sp.diff(ux, Z) + sp.diff(uz, X))/2
assert sp.simplify(sp.diff(ezz, X, 2) + sp.diff(exx, Z, 2)
                   - 2*sp.diff(exz, X, Z)) == 0

# Numerical walls against the closed formulas, for several couplings.
uncoupled = solve_wall(0.0, False)
P_unc = np.sqrt(-a/b)
w_unc, s_unc = wall_formula(b, P_unc)
assert close(uncoupled["P0"], P_unc, 1e-6)
assert close(uncoupled["width"], w_unc, 1e-4)
assert close(uncoupled["energy"], s_unc, 1e-4)
table = []
for q in (4.0e9, q_main, -1.3e10):
    b_star = b - 2*q**2/C
    r = b_star/b
    P0 = np.sqrt(-a/b_star)
    clamped, relaxed = solve_wall(q, False), solve_wall(q, True)
    assert close(clamped["P0"], P0, 1e-6)
    assert close(clamped["e0"], q*P0**2/C, 1e-5)
    for wall, quartic in ((clamped, b), (relaxed, b_star)):
        w, s = wall_formula(quartic, P0)
        assert close(wall["width"], w, 1e-4)
        assert close(wall["energy"], s, 1e-4)
        assert np.max(np.abs(wall["P"] - P0*np.tanh(x/w))) < 1e-4*P0
        assert close(wall["gradient"], wall["potential"], 2e-4)
    ratios = (clamped["width"]/relaxed["width"],
              clamped["width"]/uncoupled["width"],
              clamped["energy"]/relaxed["energy"],
              clamped["energy"]/uncoupled["energy"])
    for value, power in zip(ratios, (0.5, 0.5, -0.5, -1.5)):
        assert close(value, r**power, 2e-4)
    assert ratios[0] < 1 and ratios[1] < 1
    assert ratios[2] > 1 and ratios[3] > 1
    assert close(clamped["peak_stress"], q*P0**2, 1e-5)
    assert close(clamped["misfit"], (1 - r)*clamped["energy"]/2, 2e-4)
    table.append((q, r) + ratios)
    if q == q_main:
        main_case = (b_star, r, P0, clamped, relaxed)

b_star, r, P0, clamped, relaxed = main_case
e0 = q_main*P0**2/C
w_cl, s_cl = wall_formula(b, P0)
w_rel, s_rel = wall_formula(b_star, P0)

# Cost of a uniform strain offset in a domain, P readjusted numerically.
offset = 1e-3
for delta in (-offset, offset):
    best = minimize_scalar(lambda P: density(P, e0 + delta, q_main),
                           bounds=(0.01, 1.0), method="bounded",
                           options=dict(xatol=1e-10))
    offset_cost = best.fun - density(P0, e0, q_main)
    assert close(offset_cost, C*r*delta**2/2, 1e-5)

# A non-equilibrium trial wall tests the completed square and misfit cost.
y = np.linspace(-12*nm, 12*nm, 24001)
scale = 1.3*nm
trial = P0*erf(y/scale)
slope = P0*2/np.sqrt(np.pi)*np.exp(-(y/scale)**2)/scale
f_bulk = density(P0, e0, q_main)
trial_clamped = trapezoid(g/2*slope**2
                          + density(trial, e0, q_main) - f_bulk, y)
trial_relaxed = trapezoid(g/2*slope**2
                          + density(trial, q_main*trial**2/C, q_main)
                          - f_bulk, y)
square = trapezoid((np.sqrt(g)*slope
                    - np.sqrt(b/2)*(P0**2 - trial**2))**2, y)/2
trial_misfit = trapezoid(q_main**2/(2*C)*(P0**2 - trial**2)**2, y)
assert close(trial_clamped, s_cl + square, 1e-7)
assert close(trial_clamped - trial_relaxed, trial_misfit, 1e-7)
assert trial_clamped > s_cl

print("INPUTS (round model parameters)")
print(f"a = {a:.3e} J m/C^2")
print(f"b = {b:.3e} J m^5/C^4")
print(f"C = {C/1e9:.1f} GPa")
print(f"q = {q_main:.3e} J m/C^2")
print(f"g = {g:.3e} J m^3/C^2")
print("BULK")
print(f"b_star = {b_star:.3e} J m^5/C^4")
print(f"r = b_star/b = {r:.4f} (dimensionless)")
print(f"P0 with coupling = {P0:.4f} C/m^2")
print(f"P0 uncoupled = {P_unc:.4f} C/m^2")
print(f"bulk lateral strain e0 = {100*e0:.4f} percent")
print(f"clamped quadratic coefficient = {a - 2*q_main*e0:.3e} J m/C^2")
print(f"domain stiffness C r = {C*r/1e9:.2f} GPa")
print(f"strain offset tested = {100*offset:.2f} percent")
print(f"cost of that offset = {offset_cost/1e3:.3f} kJ/m^3")
print("WALLS: formula | numerical solution")
for name, w, s, wall in (("clamped", w_cl, s_cl, clamped),
                         ("relaxed", w_rel, s_rel, relaxed),
                         ("uncoupled", w_unc, s_unc, uncoupled)):
    print(f"{name} width w = {w/nm:.4f} | {wall['width']/nm:.4f} nm")
    print(f"{name} energy = {1e3*s:.3f} | {1e3*wall['energy']:.3f} mJ/m^2")
print("CLAMPED WALL, numerical")
print(f"gradient energy = {1e3*clamped['gradient']:.3f} mJ/m^2")
print(f"potential energy = {1e3*clamped['potential']:.3f} mJ/m^2")
print(f"elastic misfit energy = {1e3*clamped['misfit']:.3f} mJ/m^2")
print(f"stress at wall centre = {clamped['peak_stress']/1e9:.4f} GPa")
print("TRIAL WALL P0 erf(x/s)")
print(f"s = {scale/nm:.2f} nm")
print(f"clamped trial energy = {1e3*trial_clamped:.3f} mJ/m^2")
print(f"relaxed trial energy = {1e3*trial_relaxed:.3f} mJ/m^2")
print(f"trial misfit energy = {1e3*trial_misfit:.3f} mJ/m^2")
print(f"completed-square excess = {1e3*square:.3f} mJ/m^2")
print("NUMERICAL RATIOS (dimensionless; q in J m/C^2)")
print("q, r, w/w_relaxed, w/w_uncoupled, E/E_relaxed, E/E_uncoupled")
for row in table:
    print(f"{row[0]:.2e}, " + ", ".join(f"{v:.4f}" for v in row[1:]))
print("ALL CHECKS PASSED")
```

Running it gives:

```
INPUTS (round model parameters)
a = -1.500e+08 J m/C^2
b = 2.500e+09 J m^5/C^4
C = 200.0 GPa
q = 1.000e+10 J m/C^2
g = 1.000e-10 J m^3/C^2
BULK
b_star = 1.500e+09 J m^5/C^4
r = b_star/b = 0.6000 (dimensionless)
P0 with coupling = 0.3162 C/m^2
P0 uncoupled = 0.2449 C/m^2
bulk lateral strain e0 = 0.5000 percent
clamped quadratic coefficient = -2.500e+08 J m/C^2
domain stiffness C r = 120.00 GPa
strain offset tested = 0.10 percent
cost of that offset = 60.000 kJ/m^3
WALLS: formula | numerical solution
clamped width w = 0.8944 | 0.8944 nm
clamped energy = 14.907 | 14.907 mJ/m^2
relaxed width w = 1.1547 | 1.1547 nm
relaxed energy = 11.547 | 11.547 mJ/m^2
uncoupled width w = 1.1547 | 1.1547 nm
uncoupled energy = 6.928 | 6.928 mJ/m^2
CLAMPED WALL, numerical
gradient energy = 7.454 mJ/m^2
potential energy = 7.454 mJ/m^2
elastic misfit energy = 2.981 mJ/m^2
stress at wall centre = 1.0000 GPa
TRIAL WALL P0 erf(x/s)
s = 1.30 nm
clamped trial energy = 15.238 mJ/m^2
relaxed trial energy = 11.598 mJ/m^2
trial misfit energy = 3.640 mJ/m^2
completed-square excess = 0.331 mJ/m^2
NUMERICAL RATIOS (dimensionless; q in J m/C^2)
q, r, w/w_relaxed, w/w_uncoupled, E/E_relaxed, E/E_uncoupled
4.00e+09, 0.9360, 0.9675, 0.9675, 1.0336, 1.1043
1.00e+10, 0.6000, 0.7746, 0.7746, 1.2910, 2.1517
-1.30e+10, 0.3240, 0.5692, 0.5692, 1.7568, 5.4223
ALL CHECKS PASSED
```
